**Piezoresistance reduction factor from Fermi-Dirac integrals**

The program tests $P(n,T)=(T_0/T)\,\mathcal F_{s-1/2}(\eta)/\mathcal F_{s+1/2}(\eta)$, the factor by which carrier transfer between equivalent valleys sets the piezoresistance at density $n$ and temperature $T$, relative to the dilute value at $T_0=300$ K. Here $\eta$ is the Fermi level above the valley bottom in units of $kT$, $s$ is the energy exponent of the relaxation time, and $\mathcal F_j$ is the Fermi-Dirac integral divided by $\Gamma(j+1)$. Conductivity tensors are integrated in k-space for valleys shifted by stress, with the Fermi level solved at fixed density. The program asserts that their finite differences agree with the formulas for six cube-axis valleys and, for arbitrary shifts, four body-diagonal valleys. It also asserts the derivative rule, the two averages that equal the ratio $R$, the fall of $R$ with $\eta$ on a grid, and the dilute and degenerate limits for $s=-1/2$, $1/2$ and $3/2$. In the six-valley comparison the largest relative deviation is about $10^{-7}$. For the model parameters at $10^{20}$ cm⁻³ and 300 K the output shows $P=0.377$, which reduces $\pi_{11}$ from $-93.8$ to $-35.3$ in units of $10^{-11}$/Pa. For $s=-1/2$ at this density, $P$ has a shallow maximum near 207 K.

## Check in Python

```python
"""
Piezoresistance reduction factor of a many-valley semiconductor.

Result under test: P(n,T) = (T0/T) * R, R = F_{s-1/2}(eta) / F_{s+1/2}(eta),
where F_j is the Fermi-Dirac integral divided by Gamma(j+1), eta is the
Fermi level above the valley bottom in units of kT, n is the carrier density,
and the relaxation time varies as (kinetic energy)**s.  T0 = 300 K.
The formula is compared with conductivity tensors integrated in k-space
for valleys shifted by a finite amount at fixed total density.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, gamma

T0 = 300.0
KB_EV = const.k / const.e
M_LONG, M_TRANS = 1.0, 0.2            # electron masses
XI_U, XI_D = 10.0, 1.0                # eV
S11, S12 = 0.8e-11, -0.2e-11          # 1/Pa
S_EXP = -0.5                          # energy exponent of relaxation time
N_VALLEYS = 6

NODES, WEIGHTS = np.polynomial.legendre.leggauss(400)
ANG_NODES, ANG_WEIGHTS = np.polynomial.legendre.leggauss(40)


def fermi(j, eta):
    """Normalized Fermi-Dirac integral for j >= -1 (energy = t**2)."""
    t_max = np.sqrt(max(eta, 0.0) + 45.0)
    t = 0.5 * t_max * (NODES + 1)
    window = expit(t**2 - eta) * expit(eta - t**2)
    total = np.sum(0.5 * t_max * WEIGHTS * 2 * t**(2 * j + 3) * window)
    return total / gamma(j + 2)


def reduction(eta, s):
    return fermi(s - 0.5, eta) / fermi(s + 0.5, eta)


def band_density(T):
    """Effective density of states of all valleys, 1/m^3."""
    m_dos = (M_LONG * M_TRANS**2)**(1 / 3) * const.m_e
    return N_VALLEYS * 2 * (m_dos * const.k * T
                            / (2 * np.pi * const.hbar**2))**1.5


def eta_of(n_cm3, T):
    ratio = n_cm3 * 1e6 / band_density(T)
    return brentq(lambda e: np.log(fermi(0.5, e) / ratio), -25, 100,
                  xtol=1e-12)


def factor(n_cm3, T, s=S_EXP):
    return T0 / T * reduction(eta_of(n_cm3, T), s)


def pi11_formula(R, T):
    K = M_LONG / M_TRANS
    return (-2 / 3 * XI_U * (S11 - S12) / (KB_EV * T)
            * (K - 1) / (2 * K + 1) * R)


def valley(eta, s, ml=M_LONG, mt=M_TRANS):
    """k-space integrals of one valley: density, conductivity along and
    across its axis.  Wave number unit: sqrt(m_e kT)/hbar."""
    k_max = np.sqrt(2 * max(ml, mt) * (max(eta, 0.0) + 45.0))
    k = (0.5 * k_max * (NODES + 1))[:, None]
    c = (0.5 * (ANG_NODES + 1))[None, :]
    measure = (0.5 * k_max * WEIGHTS[:, None] * 0.5 * ANG_WEIGHTS[None, :]
               * k**2 * 2 * 2 * np.pi * 2 / (2 * np.pi)**3)
    energy = 0.5 * k**2 * (c**2 / ml + (1 - c**2) / mt)
    occupied = expit(eta - energy)
    common = measure * occupied * expit(energy - eta) * energy**s
    along = np.sum(common * (k * c / ml)**2)
    across = np.sum(common * 0.5 * k**2 * (1 - c**2) / mt**2)
    return np.sum(measure * occupied), along, across


def valley_tensor(axis, along, across):
    projector = np.outer(axis, axis)
    return along * projector + across * (np.eye(3) - projector)


def shifted_conductor(axes, shifts, eta0, s, ml=M_LONG, mt=M_TRANS):
    """Conductivity tensor and Fermi level after shifting the valleys
    (shifts in kT) at fixed total density."""
    target = len(axes) * valley(eta0, s, ml, mt)[0]

    def excess(level):
        return sum(valley(level - d, s, ml, mt)[0] for d in shifts) / target - 1

    level = brentq(excess, eta0 - 0.1, eta0 + 0.1, xtol=1e-14, rtol=1e-14)
    tensor = np.zeros((3, 3))
    for axis, d in zip(axes, shifts):
        _, along, across = valley(level - d, s, ml, mt)
        tensor += valley_tensor(axis, along, across)
    return tensor, level


CUBE_AXES = np.repeat(np.eye(3), 2, axis=0)


def direct_pi(eta0, s, T, ml=M_LONG, mt=M_TRANS, stress=3e5):
    """pi11 and pi12 by central difference in uniaxial stress along x."""
    logs = []
    for X in (stress, -stress):
        strain = np.array([S11, S12, S12]) * X
        shifts = np.repeat(XI_D * strain.sum() + XI_U * strain, 2)
        tensor, _ = shifted_conductor(CUBE_AXES, shifts / (KB_EV * T),
                                      eta0, s, ml, mt)
        logs.append(-np.log(np.diag(tensor)))
    slope = (logs[0] - logs[1]) / (2 * stress)
    return slope[0], slope[1]


# Fermi-Dirac integrals against their definition, and the derivative rule
for eta in (-3.0, 1.0, 8.0):
    for j in (0.5, 1.0, 2.0):
        value = quad(lambda x: x**j * expit(eta - x), 0, max(eta, 0) + 50,
                     limit=300)[0] / gamma(j + 1)
        assert abs(fermi(j, eta) / value - 1) < 1e-6
    assert abs(fermi(0, eta) / np.log1p(np.exp(eta)) - 1) < 1e-10
    for j in (0.0, 1.0, 2.0):
        h = 1e-3
        slope = (fermi(j, eta + h) - fermi(j, eta - h)) / (2 * h)
        assert abs(slope / fermi(j - 1, eta) - 1) < 1e-6

# effective density of states against the k-space density
unit = (const.m_e * const.k * T0 / const.hbar**2)**1.5
for eta in (-2.0, 3.0):
    n_k = N_VALLEYS * valley(eta, 0.5)[0] * unit
    assert abs(n_k / (band_density(T0) * fermi(0.5, eta)) - 1) < 1e-8

# piezoresistance of six cube-axis valleys under stress
worst = 0.0
for s in (-0.5, 0.5, 1.5):
    for eta in (-4.0, 2.0, 6.0):
        p11, p12 = direct_pi(eta, s, T0)
        expected = pi11_formula(reduction(eta, s), T0)
        worst = max(worst, abs(p11 / expected - 1),
                    abs(p12 / (-expected / 2) - 1))
assert worst < 1e-5
isotropic = direct_pi(2.0, -0.5, T0, ml=0.5, mt=0.5)[0]
assert abs(isotropic / pi11_formula(1.0, T0)) < 1e-5

# four body-diagonal valleys with arbitrary shifts
diagonals = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1],
                      [-1, -1, 1]]) / np.sqrt(3)
pattern = np.array([1.0, -0.3, 0.5, 0.2])
small = 1e-3
for s in (-0.5, 1.5):
    plus, level_p = shifted_conductor(diagonals, small * pattern, 2.0, s)
    minus, level_m = shifted_conductor(diagonals, -small * pattern, 2.0, s)
    _, along, across = valley(2.0, s)
    predicted = -reduction(2.0, s) * sum(
        (d - pattern.mean()) * valley_tensor(a, along, across)
        for a, d in zip(diagonals, pattern))
    measured = (plus - minus) / (2 * small)
    assert np.max(abs(measured - predicted)) < 1e-5 * np.max(abs(predicted))
    assert abs((level_p - level_m) / (2 * small) - pattern.mean()) < 1e-5

# averages, bounds and monotonic fall with the Fermi level
for s in (-0.5, 0.5, 1.5):
    a = s + 1.5
    for eta in (-2.0, 1.0, 6.0):
        def weight(x):
            return x**a * expit(x - eta) * expit(eta - x)
        top = max(eta, 0) + 50
        norm = quad(weight, 0, top, limit=300)[0]
        mean_tanh = quad(lambda x: weight(x) * np.tanh((x - eta) / 2),
                         0, top, limit=300)[0] / norm
        mean_inverse = quad(lambda x: weight(x) / x, 0, top,
                            limit=300)[0] / norm
        assert abs(mean_tanh - reduction(eta, s)) < 1e-6
        assert abs(a * mean_inverse - reduction(eta, s)) < 1e-6
    curve = np.array([reduction(e, s) for e in np.linspace(-8, 30, 150)])
    assert np.all(np.diff(curve) < 0) and curve[0] < 1 and curve[-1] > 0

# dilute and degenerate limits
N_MAIN = 1e20
m_dos = (M_LONG * M_TRANS**2)**(1 / 3) * const.m_e
E_F0 = (const.hbar**2 / (2 * m_dos)
        * (3 * np.pi**2 * N_MAIN * 1e6 / N_VALLEYS)**(2 / 3)) / const.e
T_F = E_F0 / KB_EV
for s in (-0.5, 0.5, 1.5):
    a = s + 1.5
    ratio = 0.003
    eta = eta_of(ratio * band_density(T0) * 1e-6, T0)
    assert abs((1 - reduction(eta, s)) * 2**a / ratio - 1) < 0.02
    # degenerate series; this fourth-order term holds for a = 1, 2, 3,
    # and the sixth-order remainder is at most about 641/eta^6
    eta = 30.0
    bracket = reduction(eta, s) * eta / a
    series = (1 - np.pi**2 * (a - 1) / (3 * eta**2)
              + np.pi**4 * a * (a - 1)**2 / (18 * eta**4))
    assert abs(bracket - series) < 1000 / eta**6
    # next order is relatively of size 10/eta^2, about one per cent
    T = T_F / 30
    coefficient = (factor(N_MAIN, T, s) * E_F0 / (a * KB_EV * T0) - 1) * 900
    law = np.pi**2 * (1 / 12 - (a - 1) / 3)
    assert abs(coefficient / law - 1) < 0.05

# temperature dependence at fixed density
peak = minimize_scalar(lambda T: -factor(N_MAIN, T), bounds=(50, 800),
                       method="bounded", options={"xatol": 1e-3})
T_peak, P_peak = peak.x, -peak.fun
plateau = (S_EXP + 1.5) * KB_EV * T0 / E_F0
assert 60 < T_peak < 790 and P_peak > plateau
assert P_peak > factor(N_MAIN, 60) and P_peak > factor(N_MAIN, 790)
for s in (0.5, 1.5):
    falling = [factor(N_MAIN, T, s) for T in np.linspace(50, 800, 40)]
    assert np.all(np.diff(falling) < 0)

# worked example
eta = eta_of(N_MAIN, T0)
R = reduction(eta, S_EXP)
print(f"masses m_l, m_t = {M_LONG}, {M_TRANS} electron masses")
print(f"mobility anisotropy K = {M_LONG / M_TRANS:.1f}")
print(f"Xi_u, Xi_d = {XI_U}, {XI_D} eV; exponent s = {S_EXP}")
print(f"S11, S12 = {S11:.1e}, {S12:.1e} 1/Pa")
print(f"kT at 300 K = {KB_EV * T0:.6f} eV")
print(f"dilute pi11 at 300 K = {pi11_formula(1, T0) * 1e11:.2f} e-11/Pa")
print(f"dilute pi12 at 300 K = {-pi11_formula(1, T0) / 2 * 1e11:.2f} e-11/Pa")
print(f"N_c at 300 K = {band_density(T0) * 1e-6:.4e} cm^-3")
print(f"main example: n = {N_MAIN:.1e} cm^-3, T = {T0:.0f} K")
print(f"  eta = {eta:.4f}")
print(f"  F_0 = {fermi(0, eta):.4f}, F_-1 = {fermi(-1, eta):.4f}")
print(f"  R = P = {R:.4f}")
print(f"  pi11 from formula = {pi11_formula(R, T0) * 1e11:.3f} e-11/Pa")
direct = direct_pi(eta, S_EXP, T0)
print(f"  pi11 from k-space = {direct[0] * 1e11:.3f} e-11/Pa")
print(f"  pi12 from k-space = {direct[1] * 1e11:.3f} e-11/Pa")
print(f"largest relative deviation, formula vs k-space = {worst:.1e}")
print("P for s = -1/2:  n (cm^-3), then P at 200 K, 300 K, 400 K")
for n in (1e17, 1e18, 1e19, 3e19, 1e20, 3e20):
    row = "  ".join(f"{factor(n, T):.4f}" for T in (200.0, 300.0, 400.0))
    print(f"  {n:.0e}  {row}")
eta_10 = brentq(lambda e: reduction(e, S_EXP) - 0.9, -10, 10)
n_10 = band_density(T0) * fermi(0.5, eta_10) * 1e-6
print(f"density where P = 0.9 at 300 K = {n_10:.3e} cm^-3")
n_est = 0.1 * 2**(S_EXP + 1.5) * band_density(T0) * 1e-6
print(f"same density from the dilute law = {n_est:.3e} cm^-3")
print("effect of s at n = 1e20 cm^-3: s, P at 200 K, 300 K, 400 K, plateau")
for s in (-0.5, 0.5, 1.5):
    row = "  ".join(f"{factor(N_MAIN, T, s):.4f}" for T in (200., 300., 400.))
    print(f"  {s:+.1f}  {row}  {(s + 1.5) * KB_EV * T0 / E_F0:.4f}")
print(f"zero-temperature Fermi energy at n = 1e20 cm^-3 = {E_F0:.5f} eV")
print(f"Fermi temperature = {T_F:.1f} K")
print(f"largest P for s = -1/2: {P_peak:.4f} at T = {T_peak:.0f} K")
print("OK")
```

It prints:

```
masses m_l, m_t = 1.0, 0.2 electron masses
mobility anisotropy K = 5.0
Xi_u, Xi_d = 10.0, 1.0 eV; exponent s = -0.5
S11, S12 = 8.0e-12, -2.0e-12 1/Pa
kT at 300 K = 0.025852 eV
dilute pi11 at 300 K = -93.77 e-11/Pa
dilute pi12 at 300 K = 46.89 e-11/Pa
N_c at 300 K = 3.0113e+19 cm^-3
main example: n = 1.0e+20 cm^-3, T = 300 K
  eta = 2.3247
  F_0 = 2.4180, F_-1 = 0.9109
  R = P = 0.3767
  pi11 from formula = -35.326 e-11/Pa
  pi11 from k-space = -35.326 e-11/Pa
  pi12 from k-space = 17.663 e-11/Pa
largest relative deviation, formula vs k-space = 9.6e-08
P for s = -1/2:  n (cm^-3), then P at 200 K, 300 K, 400 K
  1e+17  1.4954  0.9983  0.7492
  1e+18  1.4555  0.9837  0.7420
  1e+19  1.1471  0.8569  0.6767
  3e+19  0.7796  0.6651  0.5654
  1e+20  0.3830  0.3767  0.3594
  3e+20  0.1808  0.1828  0.1841
density where P = 0.9 at 300 K = 6.666e+18 cm^-3
same density from the dilute law = 6.023e+18 cm^-3
effect of s at n = 1e20 cm^-3: s, P at 200 K, 300 K, 400 K, plateau
  -0.5  0.3830  0.3767  0.3594  0.3716
  +0.5  0.6473  0.5687  0.4979  0.7432
  +1.5  0.8591  0.7069  0.5902  1.1148
zero-temperature Fermi energy at n = 1e20 cm^-3 = 0.06957 eV
Fermi temperature = 807.3 K
largest P for s = -1/2: 0.3831 at T = 207 K
OK
```
